# Two-dimensional bosons: no condensate at finite temperature, but algebraic order

## The decision: which function to extrapolate

A simulation of bosons on an \(L\times L\) lattice at \(T>0\) gives a condensate fraction for each \(L\). To reach large \(L\) one must choose between fitting a constant plus corrections and fitting a power of \(L\) that goes to zero. These notes show that short-range hopping allows no order parameter at \(T>0\), and that in the superfluid phase, for systems large enough that the longest-wavelength phase modes are classical, the fraction falls as a power of \(L\) fixed by the superfluid density.

Conventions: atomic units with \(\hbar=1\), and \(T\) is an energy. The square lattice has spacing \(a\), \(N_s\) sites, hopping \(t\) and filling \(\bar n=na^2\), with \(n\) the density. Near the band bottom the hopping energy is \(k^2/2m\), with band mass \(m=1/(2ta^2)\).

## Simple case: the ideal gas with a source

On a finite lattice particle-number symmetry makes \(\langle b_j\rangle\) vanish. I therefore add a source \(-\nu\sum_j(b_j+b_j^\dagger)\) with \(\nu>0\), let \(N_s\to\infty\) first, and then let \(\nu\to0\). A condensate here means that \(\psi=\langle b_j\rangle\) survives this sequence.

Measure energies \(\epsilon_k\) from the band bottom, so the chemical potential is \(-|\mu|\). The source acts on the mode \(k=0\) alone, and completing the square gives

\[
|\mu|b_0^\dagger b_0-\nu\sqrt{N_s}(b_0+b_0^\dagger)=|\mu|(b_0^\dagger-s)(b_0-s)-|\mu|s^2,\qquad s=\frac{\nu\sqrt{N_s}}{|\mu|}.
\]

Hence \(\psi=s/\sqrt{N_s}=\nu/|\mu|\), and the filling is

\[
\bar n=\psi^2+a^2\!\int\!\frac{d^2k}{(2\pi)^2}\,\frac{1}{e^{(\epsilon_k+|\mu|)/T}-1}.
\]

At small \(k\) the integrand is \(T/(k^2/2m+|\mu|)\). Up to a momentum \(k_c\) this part contributes

\[
\frac{mTa^2}{2\pi}\ln\!\left(1+\frac{k_c^2}{2m|\mu|}\right),
\]

which diverges as \(|\mu|\to0\). At fixed filling \(|\mu|\) therefore stays above a positive value, and \(\psi=\nu/|\mu|\to0\). In three dimensions the measure \(k^2dk\) cancels the \(1/k^2\), the thermal part stays finite, and the remaining particles can condense.

Numerically, for \(\bar n=1\) and \(T=2t\), lowering \(\nu/t\) from \(10^{-2}\) to \(10^{-4}\) takes \(\psi^2\) from 0.196 to 0.0002 in two dimensions, but from 0.802 to 0.786 in three.

## Adding interactions: Bogoliubov's inequality

With interactions \(n_k=\langle b_k^\dagger b_k\rangle\) is no longer known, but a lower bound is enough. Let \(H|n\rangle=E_n|n\rangle\) and \(p_n=e^{-E_n/T}/Z\). Define

\[
(A,B)=\sum_{nm}A_{nm}^*B_{nm}w_{nm},\qquad w_{nm}=\frac{p_m-p_n}{E_n-E_m},
\]

with \(w_{nm}=p_n/T\) for equal energies. The weights are positive because the lower level has the larger probability, so the Cauchy–Schwarz inequality \(|(A,B)|^2\le(A,A)(B,B)\) holds.

Choose \(B=[C^\dagger,H]\), so that \(B_{nm}=(C^\dagger)_{nm}(E_m-E_n)\). The energy difference cancels the denominator and leaves a sign:

\[
(A,B)=\sum_{nm}(A^\dagger)_{mn}(C^\dagger)_{nm}(p_n-p_m)=\langle[C^\dagger,A^\dagger]\rangle .
\]

Since \([C^\dagger,A^\dagger]=-[C,A]^\dagger\), its modulus is \(|\langle[C,A]\rangle|\). Setting \(A=B\) in the same formula, with \(B^\dagger=-[C,H]\), gives

\[
(B,B)=\langle[C^\dagger,B^\dagger]\rangle=\langle[[C,H],C^\dagger]\rangle .
\]

For \((A,A)\), write \(x=(E_n-E_m)/2T\). Because \(p_m/p_n=e^{2x}\),

\[
w_{nm}=\frac{p_n+p_m}{2T}\,\frac{\tanh x}{x}\le\frac{p_n+p_m}{2T}.
\]

Summing \(|A_{nm}|^2(p_n+p_m)\) gives \(\langle AA^\dagger+A^\dagger A\rangle\). Together,

\[
\tfrac12\langle\{A,A^\dagger\}\rangle\,\langle[[C,H],C^\dagger]\rangle\ge T\,|\langle[C,A]\rangle|^2 .
\]

### The operators that produce \(1/k^2\)

The Hamiltonian is

\[
H=-t\sum_{\langle ij\rangle}(b_i^\dagger b_j+b_j^\dagger b_i)+V(\{n_j\})-\mu N-\nu\sum_j(b_j+b_j^\dagger),
\]

where \(V\) depends on site occupations and keeps the density finite. Take

\[
A=b_k=\frac{1}{\sqrt{N_s}}\sum_je^{-ik\cdot r_j}b_j,\qquad C=\sum_jc_jn_j,\quad c_j=e^{ik\cdot r_j}.
\]

From \([n_j,b_j]=-b_j\) the phases cancel, and \(\langle[C,A]\rangle=-\sqrt{N_s}\,\psi\). Here \(\psi\) is real because \(H\) is real. It is non-negative because the free energy is even and concave in \(\nu\), with slope \(-2N_s\psi\).

\(C\) commutes with \(V\) and \(\mu N\), so interactions drop out of the double commutator. For one hopping term,

\[
[C,b_i^\dagger b_j]=(c_i-c_j)b_i^\dagger b_j,\qquad
[[C,b_i^\dagger b_j],C^\dagger]=-|c_i-c_j|^2\,b_i^\dagger b_j .
\]

The prefactor \(-t\) makes this positive, and \(|c_i-c_j|^2=2(1-\cos k_\delta a)\) for a bond in direction \(\delta\). For the source, \([[C,b_j],C^\dagger]=-b_j\), and likewise for \(b_j^\dagger\), so the prefactor \(-\nu\) gives \(+2\nu\psi\) per site. With \(K_\delta=\mathrm{Re}\langle b_i^\dagger b_j\rangle\),

\[
\frac{\langle[[C,H],C^\dagger]\rangle}{N_s}=4t\sum_{\delta=x,y}K_\delta(1-\cos k_\delta a)+2\nu\psi\le\frac{\bar n k^2}{m}+2\nu\psi .
\]

The last step uses \(K_\delta\le\bar n\) (Cauchy–Schwarz), \(1-\cos u\le u^2/2\) and \(2ta^2=1/m\). Since \(\frac12\langle\{b_k,b_k^\dagger\}\rangle=n_k+\frac12\),

\[
n_k+\frac12\ge\frac{T\psi^2}{\bar nk^2/m+2\nu\psi}.
\]

If \(\psi\) survived as \(\nu\to0\), the condensate density \(n_0=\psi^2/a^2\) would force

\[
n_k+\frac12\ge\frac{mT}{k^2}\,\frac{n_0}{n}.
\]

**Limit check.** A fully condensed ideal gas has \(n_k\simeq2mT/k^2\) at small \(k\), twice the bound at \(n_0=n\). A four-site ring with on-site repulsion \(U=4t\), \(\mu=t\), \(\nu=0.3t\) and \(T=t\), diagonalized exactly, tests the chain itself. At \(ka=\pi/2\), \(n_k+\frac12=0.714\), the intermediate quantity \(T(A,A)\) is 0.281, and the bound is 0.1315 with the computed \(K\) or 0.094 in the simpler \(k^2\) form. The order is as required; so small a ring says nothing about the infinite system.

## Hohenberg's theorem from the sum over momenta

Average the bound over the Brillouin zone. The left side becomes \(\bar n+\frac12\). On the right the integrand is positive, so keeping the disc \(|k|<\pi/a\) lowers it further. With \(q=ka\) and \(\bar nk^2/m=2t\bar nq^2\),

\[
\bar n+\frac12\ge\int_0^\pi\frac{q\,dq}{2\pi}\,\frac{T\psi^2}{2t\bar nq^2+2\nu\psi}
=\frac{T\psi^2}{8\pi t\bar n}\ln\!\left(1+\frac{\pi^2t\bar n}{\nu\psi}\right).
\]

Also \(\psi^2=|\langle b_j\rangle|^2\le\langle b_j^\dagger b_j\rangle=\bar n\). Replacing \(\psi\) by \(\sqrt{\bar n}\) inside the logarithm lowers the right side again, so

\[
\psi^2\le\frac{8\pi t\,\bar n(\bar n+\frac12)}{T\,\ln\!\left(1+\pi^2t\sqrt{\bar n}/\nu\right)}\longrightarrow0\qquad(\nu\to0).
\]

This is Hohenberg's theorem for the order parameter defined above: at \(T>0\) and finite density there is no condensate in two dimensions.

The conditions can be read off the proof:

- In three dimensions the integral of \(1/k^2\) converges and there is no contradiction. In one dimension it diverges faster, as \((\nu\psi)^{-1/2}\), and the conclusion holds again.
- At \(T=0\) the bound is empty.
- For hopping of long range \(t_\delta\), a finite \(\sum_\delta|t_\delta|\delta^2\) is sufficient, because it keeps the double commutator below a multiple of \(k^2\). It is not necessary: for \(t_\delta\propto\delta^{-4}\) the estimate becomes \(k^2\ln(1/ka)\), the integral \(\int dk/(k\ln(1/ka))\) still diverges at small \(k\), and the conclusion stands. For slower decay, \(t_\delta\propto\delta^{-2-\sigma}\) with \(0<\sigma<2\), the estimate is \(k^\sigma\), the momentum integral converges, and this proof does not apply.

The logarithm makes the bound weak in practice. For \(t=0.001\) eV, \(\bar n=10\) and \(T=0.014\) eV, forcing \(\psi^2/\bar n\le0.1\) requires the logarithm to reach

\[
\frac{8\pi\times0.001\times10.5}{0.014\times0.1}\approx188.5,
\]

that is, a source near \(10^{-83}\) eV. The theorem excludes a surviving \(\psi\), the order parameter defined with the source. It does not by itself give the size dependence of the condensate fraction, and it does not say how coherence is lost. In the two-dimensional ideal gas, for instance, \(n_k\simeq T/(k^2/2m+|\mu|)\) with \(|\mu|>0\), and correlations decay exponentially over the length \(1/\sqrt{2m|\mu|}\). A power law needs a further ingredient.

## The further ingredient: stiffness

Assume now a superfluid: at long distances a phase gradient costs free energy, density fluctuations affect prefactors alone, and vortices are bound in pairs. With velocity \(\nabla\theta/m\) and superfluid mass density \(\rho_s\),

\[
F=\frac{\rho_s}{2}\int d^2r\left(\frac{\nabla\theta}{m}\right)^2=\frac{\Upsilon}{2}\int d^2r\,(\nabla\theta)^2,\qquad\Upsilon=\frac{\rho_s}{m^2}.
\]

In two dimensions \(\Upsilon\) is an energy. It is the renormalized, large-scale stiffness, in which short-range fluctuations are already included.

For area \(S\), write \(\theta(r)=S^{-1/2}\sum_k\theta_ke^{ik\cdot r}\), so \(F=\frac{\Upsilon}{2}\sum_kk^2|\theta_k|^2\). Since \(\theta_{-k}=\theta_k^*\), the pair \(\pm k\) contributes \(\Upsilon k^2(x^2+y^2)\) with \(\theta_k=x+iy\). Equipartition gives \(\langle x^2\rangle=\langle y^2\rangle=T/(2\Upsilon k^2)\), hence

\[
\langle|\theta_k|^2\rangle=\frac{T}{\Upsilon k^2}.
\]

For a Gaussian variable \(X\) of zero mean, completing the square in its distribution gives \(\langle e^{iX}\rangle=e^{-\langle X^2\rangle/2}\). The correlation function \(G(r)=\langle b^\dagger(0)b(r)\rangle\) is then \(G_0e^{-W(r)}\), with

\[
W(r)=\tfrac12\langle[\theta(r)-\theta(0)]^2\rangle=\int\!\frac{d^2k}{(2\pi)^2}\,\frac{T}{\Upsilon k^2}\,(1-\cos k\cdot r),
\]

because \(|e^{ik\cdot r}-1|^2=2(1-\cos k\cdot r)\). The angular average of the cosine is the Bessel function \(J_0(kr)\). With a momentum cutoff \(\Lambda\),

\[
W(r)=\eta\int_0^{\Lambda r}\frac{1-J_0(x)}{x}\,dx,\qquad
\eta=\frac{T}{2\pi\Upsilon}=\frac{m^2T}{2\pi\rho_s}.
\]

To evaluate the integral, undo the angular average. For large \(X\), \(\int_0^X(1-\cos u)\,du/u\to\ln X+\gamma\), with \(\gamma\) Euler's constant. At angle \(\varphi\) the upper limit is \(X=\Lambda r|\cos\varphi|\), and the average of \(\ln|\cos\varphi|\) is \(-\ln2\). Therefore

\[
W(r)\to\eta\left[\ln\frac{\Lambda r}{2}+\gamma\right],\qquad G(r)\propto r^{-\eta}.
\]

With \(\hbar\) and \(k_B\) restored, \(\eta=m^2k_BT/(2\pi\hbar^2\rho_s)\).

**Back to the decision.** The condensate fraction on a finite lattice is the site average of \(G\) divided by \(\bar n\). For \(\eta<2\) it scales as

\[
\frac{1}{L^2}\int^Lr^{1-\eta}\,dr\propto L^{-\eta}.
\]

This estimate uses the infinite-plane \(G\), which changes at distances comparable to the system size, but the power survives. On a periodic system of side \(L\) the momenta are \(k=2\pi\mathbf n/L\) with integer vectors \(\mathbf n\ne0\), and

\[
W(r)=\frac{\eta}{2\pi}\sum_{\mathbf n\ne0}\frac{1-\cos(2\pi\mathbf n\cdot r/L)}{n^2},\qquad |\mathbf n|<\frac{\Lambda L}{2\pi}.
\]

The sum of \(1/n^2\) is \(2\pi\ln(\Lambda L)\) plus a constant, and for \(\Lambda r\gg1\) the cosine sum is a function of \(r/L\) alone. Hence \(G=L^{-\eta}g(r/L)\) with \(g\propto(r/L)^{-\eta}\) at small argument, and the average of \(g\) over the system is a finite number for \(\eta<2\). In the superfluid phase the function to fit is therefore this power, with no added constant, provided equipartition holds for the longest modes, that is \(L\gg c/T\) with \(c\) the sound speed (see the low-temperature limit below). Smaller systems do not yet show the logarithm. A single exponent also presumes that \(\Upsilon\) has stopped changing with size, which fails on small lattices close to the vortex limit discussed below.

### Does the lattice change the exponent?

On the lattice \(k^2a^2\) becomes \(4-2\cos q_x-2\cos q_y\). Take \(r\) along \(x\) and use \(\int_{-\pi}^{\pi}\frac{dq_y}{2\pi}(A-2\cos q_y)^{-1}=(A^2-4)^{-1/2}\) with \(A=4-2\cos q_x\). Writing \(s=\sin(q/2)\), one has \(A^2-4=16s^2(1+s^2)\), so

\[
\frac{W}{\eta}=\int_0^\pi\frac{1-\cos(qr/a)}{2s\sqrt{1+s^2}}\,dq .
\]

Subtract and add \(1/q\) in the weight. The \(1/q\) part gives \(\ln(\pi r/a)+\gamma\). In the smooth remainder the cosine averages out at large \(r\). With \(c=\cos(q/2)\),

\[
\int_\varepsilon^\pi\frac{dq}{2s\sqrt{1+s^2}}=\int_0^{\cos(\varepsilon/2)}\frac{dc}{(1-c^2)\sqrt{2-c^2}}=\operatorname{artanh}\frac{c}{\sqrt{2-c^2}}\bigg|_0^{\cos(\varepsilon/2)}\to\tfrac32\ln2-\ln\varepsilon .
\]

Subtracting \(\int_\varepsilon^\pi dq/q=\ln\pi-\ln\varepsilon\) leaves \(\frac32\ln2-\ln\pi\), and

\[
W(r)\to\eta\left[\ln\frac ra+\gamma+\tfrac32\ln2\right].
\]

The short-distance structure changes the prefactor and leaves the exponent alone. At \(r=32a\) the integral is 5.0826 and the asymptotic form 5.0827.

### Low-temperature limit: quantized sound

Equipartition fails for modes with \(ck>T\), where \(c\) is the sound speed. In the harmonic theory each mode is an oscillator of frequency \(ck\). Its mean potential energy is half of \(\frac{ck}{2}\coth\frac{ck}{2T}\), and equating this to \(\frac12\Upsilon k^2\langle|\theta_k|^2\rangle\) gives

\[
\langle|\theta_k|^2\rangle=\frac{c}{2\Upsilon k}\coth\frac{ck}{2T}.
\]

For \(ck\ll T\) this returns to \(T/(\Upsilon k^2)\), so the exponent stands for \(r\gg c/T\). Doubling \(r\) at \(rT/c=50\) raises \(W/\eta\) by 0.693, which is \(\ln2\). Setting the coth to 1 keeps the zero-point part alone, and the rise is then 0.005. These values use a sharp cutoff \(\Lambda=20T/c\); cutoffs between \(5T/c\) and \(40T/c\) shift both by up to 0.0005. At \(T=0\) the logarithm is absent and \(G\) tends to a constant: a condensate is allowed, in agreement with the empty bound there.

### Upper limit in temperature: vortices

Smooth fluctuations exclude vortices. Around a single vortex \(|\nabla\theta|=1/r\), and its energy is

\[
\frac\Upsilon2\int_a^L\frac{2\pi r\,dr}{r^2}=\pi\Upsilon\ln\frac La .
\]

A lattice sum gives an increase of \(2.180\,\Upsilon\) when \(L\) doubles from \(128a\) to \(256a\), against \(\pi\ln2=2.178\). There are about \((L/a)^2\) positions, so the entropy is \(2\ln(L/a)\) and the free energy is \((\pi\Upsilon-2T)\ln(L/a)\). In this single-vortex estimate free vortices appear when \(\Upsilon<2T/\pi\). The algebraic phase therefore requires

\[
\eta=\frac{T}{2\pi\Upsilon}\le\frac14 .
\]

## Worked example: which stiffness enters?

Take round model parameters \(t=0.001\) eV, \(a=100\) Å, \(\bar n=10\) and \(T=0.014\) eV. The band mass is \(m=1/(2ta^2)=0.381\) electron masses. Assume that repulsion holds the density close to its mean, and set \(b_j\simeq\sqrt{\bar n}\,e^{i\theta_j}\). Large filling alone does not justify this: without interactions the same parameters give \(\delta n/\bar n\approx1\) and correlations that decay exponentially over about \(20a\). The hopping energy becomes \(-J\sum\cos(\theta_i-\theta_j)\), with \(J=2t\bar n=0.020\) eV and \(T/J=0.70\). This classical phase model leaves out density fluctuations and quantum dynamics, but it includes vortices and the anharmonicity of the cosine. At these parameters the two omissions are not small together. For an on-site repulsion \(U\), a harmonic estimate gives \(\delta n/\bar n=0.35\) at \(U=t\), where the highest mode energy is already about \(T\), and 0.13 at \(U=10t\), where it is about \(3T\). The numbers below are therefore those of the phase model, not a prediction for a specific boson Hamiltonian.

The stiffness is the second derivative of the free energy per site with respect to a uniform twist \(\phi\) added to every bond along \(x\). Differentiating \(-T\ln Z\) twice gives \(\langle H''\rangle-\langle H'^2\rangle/T\), since \(\langle H'\rangle=0\) by symmetry. With \(\Delta\) the phase difference on a bond,

\[
\Upsilon=\frac{J}{N_s}\Big\langle\sum_x\cos\Delta\Big\rangle-\frac{J^2}{TN_s}\Big\langle\Big(\sum_x\sin\Delta\Big)^2\Big\rangle .
\]

Monte Carlo sampling on a \(32\times32\) periodic lattice gives \(\Upsilon/J=0.777\), so \(\Upsilon=0.01554\) eV. Then

\[
n_s=\frac{\rho_s}{m}=m\Upsilon=7.77\times10^{-4}\ \text{Å}^{-2},\qquad
\rho_s=0.381\times7.77\times10^{-4}=2.96\times10^{-4}\ m_e/\text{Å}^2,
\]

compared with \(n=10^{-3}\) Å\(^{-2}\), and

\[
\eta=\frac{0.014}{2\pi\times0.01554}=0.143 .
\]

The correlations provide a separate measurement. Normalized to \(G(0)=1\), they are \(G(4a)=0.6536\) and \(G(16a)=0.5679\), with logarithmic ratio 0.1406. Dividing by \(\ln4\) would give 0.101, but \(16a\) is half the period, and there the infinite-plane logarithm does not apply. Using the discrete momentum sum for \(W\) on the periodic lattice gives \(\eta=0.1444\pm0.0008\) (statistical error). This is 0.7% above the value from the stiffness. Other pairs of distances on the same lattice give values near 0.146 to 0.147, so the agreement should be read as holding to about 2%. The bare coupling \(J\) in place of \(\Upsilon\) would give 0.111, which is 22% below the stiffness result. The exponent follows the renormalized \(\rho_s\).

The value 0.143 lies below \(1/4\). At the measured stiffness the vortex limit is \(T=\pi\Upsilon/2=0.0244\) eV. This is not a prediction of the transition temperature, because \(\Upsilon\) itself depends on \(T\). Closer to the transition it also depends visibly on size: at \(T/J=0.88\), \(\Upsilon/J\) is about 0.69, 0.66 and 0.65 for \(L=8a\), \(16a\) and \(32a\), so an exponent taken from a small lattice is not yet the large-scale one there.

At \(T/J=0.70\) the stiffness drifts slowly with size: \(\Upsilon/J\) is about 0.784, 0.780 and 0.776 for \(L=8a\), \(16a\) and \(64a\), which leaves the two digits of the following ratio unchanged. Taking the stiffness of the \(32\times32\) lattice as the large-scale value, the loss of coherence between \(10^4\) and \(10^8\) Å is

\[
\frac{G(10^8\,\text{Å})}{G(10^4\,\text{Å})}=(10^4)^{-0.143}\approx0.27 .
\]

By the scaling above, the condensate fraction falls by the same factor between systems of these linear sizes. Four decades of length remove about three quarters of it, so data over a narrow range of \(L\) can look nearly constant although the limit is zero. The values of the main tests and of the \(32\times32\) run are in the numerical output.

## Computed values

```
Ring test, energies in units of the hopping:
  U = 4.0, mu = 1.0, nu = 0.3, T = 1.0
  up to 10 bosons, weight at cutoff 3.1e-06
  order parameter psi = 0.7519, filling = 1.1235
  bond coherence K = 0.9620
  ka = pi/2: n_k + 1/2 = 0.7137, T(A,A) = 0.2806
    lower bound with K = 0.1315, with k^2 = 0.0943
  ka = pi: n_k + 1/2 = 0.6093, T(A,A) = 0.1635
    lower bound with K = 0.0694, with k^2 = 0.0250
Zone integral of 1/(lattice k^2 + sigma), and disc lower bound:
  sigma = 1e-04: integral 1.0087, disc 0.9151
  sigma = 1e-06: integral 1.3752, disc 1.2816
Ideal lattice gas, filling 1, T = 2t: condensate fraction psi^2
  nu/t = 1e-02: 2D 0.19635, 3D 0.80153
  nu/t = 1e-03: 2D 0.01815, 3D 0.79011
  nu/t = 1e-04: 2D 0.00023, 3D 0.78646
Continuum, Lambda r = 200: integral 5.1827, log law 5.1824
Lattice, r/a = 32: integral 5.0826, log law 5.0827
Quantized sound, r doubled at rT/c = 50:
  thermal growth 0.6931 (ln 2 = 0.6931), zero-point part only 0.0050
Vortex energy gain on doubling L: 2.1798 stiffness (pi ln 2 = 2.1776)
Worked example:
  t = 0.001 eV, a = 100 angstrom, nbar = 10
  T = 0.014 eV, J = 0.020 eV, T/J = 0.70
  band mass m = 0.3810 electron masses
  lattice 32 x 32, 16 copies, 900 cycles each
  stiffness/J = 0.7770 +- 0.0002
  stiffness = 0.01554 eV
  rho_s = 2.9603e-04 electron masses/angstrom^2
  n_s = 7.7699e-04 angstrom^-2, n = 1.0000e-03 angstrom^-2
  G(4a) = 0.6536, G(16a) = 0.5679 (G(0) = 1)
  eta from rho_s = 0.1434
  eta from correlations = 0.1444 +- 0.0008
  eta with bare stiffness J = 0.1114
  vortex limit T = pi*stiffness/2 at this stiffness: 0.02441 eV
  G(1e+08 angstrom)/G(1e+04 angstrom) = 0.2670
  bound forces fraction <= 0.1: logarithm 188.5, log10(nu/eV) = -83.4
```
